# Maximum Power from a Carnot Engine Cooled by Radiation to Space

## What dimensions already fix

A heat engine draws heat from surroundings at temperature $T_0$ and rejects it to a black surface that radiates into space at zero temperature. How much power can it deliver per unit radiator area?

Before the radiator temperature is chosen, the available quantities are $kT_0$, Planck's constant $h$ and the speed of light $c$. They give one energy $kT_0$, one time $h/(kT_0)$ and one length $hc/(kT_0)$. Power per area is energy divided by time and by length squared, so

$$
W_{\max}=\text{number}\times\frac{(kT_0)^4}{h^3c^2}.
$$

The best radiator temperature must likewise be a pure number times $T_0$. Dimensions cannot supply these two numbers. For a Carnot engine and a single black radiator they follow from two balances.

## The simple case: one radiator, nothing coming back

The radiator has uniform temperature $T$, sees a full hemisphere of empty space, and receives heat from the engine alone. The state is steady. All flows are per unit radiator area, and $W$ is positive when work leaves the engine.

**Emission.** Counting both polarizations, the density of photon modes per unit volume and energy is $8\pi E^2/(h^3c^3)$. Isotropic radiation crosses a surface at $c/4$ times its density, because

$$
\frac{1}{4\pi}\int_0^{2\pi}d\phi\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta=\frac14 .
$$

The mode flux is therefore $gE^2\,dE$, with $g=2\pi/(h^3c^2)$. Each mode holds on average $n=1/(e^{E/kT}-1)$ photons. With $z=E/(kT)$, the energy flux is

$$
J_E=g(kT)^4\int_0^\infty\frac{z^3\,dz}{e^z-1}.
$$

Expanding $1/(e^z-1)=\sum_{m\ge1}e^{-mz}$ gives $\sum_m 6/m^4=6\pi^4/90=\pi^4/15$ for the integral. Thus

$$
J_E=\sigma T^4,\qquad \sigma=\frac{2\pi^5k^4}{15h^3c^2}.
$$

**Engine.** Let $Q_h$ be the heat taken from ambient and $Q_c=\sigma T^4$ the heat passed to the radiator. Energy and entropy balances read

$$
W=Q_h-Q_c,\qquad \frac{Q_c}{T}=\frac{Q_h}{T_0}+S_g,
$$

where $S_g\ge0$ is the entropy generated in the engine per unit time. The second balance gives $Q_h=Q_cT_0/T-T_0S_g$, so

$$
W=Q_c\left(\frac{T_0}{T}-1\right)-T_0S_g .
$$

At fixed $T$, $Q_c$ is fixed, and the greatest power has $S_g=0$. That is the Carnot engine. It gives

$$
W=\sigma(T_0T^3-T^4)=\sigma T_0^4\,w(t),\qquad w(t)=t^3(1-t),\quad t=\frac{T}{T_0}.
$$

Two limits test this form. As $t\to0$, the Carnot efficiency $1-t$ approaches one, but the radiator can dispose of almost no heat, so the power vanishes as $t^3$. At $t=1$ the radiator disposes of much heat, but the engine has no temperature difference. A maximum lies between them.

**The maximum.** The derivative is

$$
w'(t)=3t^2-4t^3=t^2(3-4t).
$$

It is positive for $0<t<3/4$ and negative above, so the maximum is at $t=3/4$:

$$
T_{\rm opt}=\frac34T_0,\qquad
W_{\max}=\frac{27}{64}\cdot\frac14\,\sigma T_0^4=\frac{27}{256}\sigma T_0^4 .
$$

The arithmetic-geometric mean inequality confirms this without calculus. The four positive numbers $t/3,t/3,t/3,1-t$ add to one, so their product is at most $(1/4)^4$. Multiplication by 27 gives $t^3(1-t)\le27/256$, with equality when $t/3=1-t$, which is again $t=3/4$.

At the optimum $Q_c=(81/256)\sigma T_0^4$ and $Q_h=Q_c/t=(27/64)\sigma T_0^4$. The efficiency is $1-t=1/4$. Maximum power is not maximum efficiency: a colder radiator would be more efficient but would process less heat.

If the emissivity is a constant $\epsilon$, independent of wavelength and angle, $Q_c$ and $W$ are both multiplied by $\epsilon$. The optimum temperature stays the same.

## Numbers at 300 K, and how sharp the optimum is

For $T_0=300$ K, $\sigma T_0^4=459.3$ W/m². The best radiator temperature is $0.75\times300=225$ K, and

$$
W_{\max}=0.10547\times459.3=48.44\ \text{W/m}^2 .
$$

The engine takes in 193.8 W/m² and the radiator emits 145.3 W/m². Their difference agrees with the power to rounding.

To see the cost of missing the optimum, set $t=3/4+\delta$. At $t=3/4$ the second, third and fourth derivatives of $w$ are

$$
6t-12t^2=-\tfrac94,\qquad 6-24t=-12,\qquad -24 .
$$

Dividing by $2!$, $3!$ and $4!$ gives the complete expansion of this quartic:

$$
w=\frac{27}{256}-\frac98\delta^2-2\delta^3-\delta^4 .
$$

To second order the fractional loss is $(9/8)(256/27)\delta^2=(32/3)\delta^2$. An error of 15 K means $|\delta|=0.05$ and a predicted loss of 2.7%, leaving 47.15 W/m². The full expression gives 47.26 W/m² on the cold side and 47.03 W/m² on the warm side. The cubic term causes this small asymmetry, since the other terms are even in $\delta$: it lowers the power when $\delta>0$ and raises it when $\delta<0$.

## Where reversible work is still lost

The engine is reversible, but the emission is not. To show this we need the entropy carried by the radiation.

For a mode with mean occupation $n$, the thermal probabilities of $m$ photons are $p_m=n^m/(1+n)^{m+1}$. Since $-\ln p_m=(m+1)\ln(1+n)-m\ln n$, averaging with $\langle m\rangle=n$ gives the entropy

$$
s(n)=k[(1+n)\ln(1+n)-n\ln n].
$$

Its derivative is

$$
\frac{ds}{dn}=k\ln\frac{1+n}{n}=\frac{E}{T}
$$

for the Bose occupation. When $T$ changes, every mode therefore obeys $ds=E\,dn/T$. Summing over the mode flux gives

$$
dJ_S=\frac{dJ_E}{T}=4\sigma T^2\,dT,\qquad J_S=\frac43\sigma T^3,
$$

with $J_S=0$ at $T=0$. The radiator receives from the engine only $Q_c/T=\sigma T^3$. Emission into empty space creates the remaining $\sigma T^3/3$. Multiplied by $T_0$, this is the lost work

$$
W_{\rm lost}=\frac13\sigma T_0T^3 .
$$

At $t=3/4$ it equals $(9/64)\sigma T_0^4$, or 64.6 W/m² in the example. This exceeds the delivered 48.44 W/m². The value $27/256$ is thus the maximum for a specified device, and the second law alone permits more.

## First generalization: a radiator for each photon energy

One temperature is a compromise between photon energies. Suppose instead that each narrow energy band has its own radiator and Carnot engine. Ideal lossless filters let every band use the whole aperture, and each radiator is black in its own band and exchanges no radiation outside it.

Define $x=E/(kT_0)$ and $y=E/(kT)$, so $T_0/T=y/x$. From $\sigma T_0^4=g(kT_0)^4\pi^4/15$, the total power is

$$
\frac{W}{\sigma T_0^4}=\frac{15}{\pi^4}\int_0^\infty x^3\,\frac{y/x-1}{e^y-1}\,dx .
$$

We may now choose $y$ separately at every $x$. Setting the numerator of the derivative of the fraction to zero gives

$$
\frac{e^y-1}{x}-\left(\frac yx-1\right)e^y=0 .
$$

Multiplication by $xe^{-y}$ turns this into

$$
1-e^{-y}-y+x=0,\qquad x=y-1+e^{-y}.
$$

The left side of the first equation has the sign of the derivative. It is positive at $y=x$ and falls steadily as $y$ grows, so its single zero is the maximum.

Two limits show what the condition does. For $x\ll1$, $x\approx y^2/2$, so $T/T_0=x/y\approx\sqrt{x/2}$: low-energy photons should leave from a very cold radiator. For $x\gg1$, $y\approx x+1$ and $T$ approaches $T_0$. High-energy emission falls so steeply with cooling that only a small temperature difference pays. At a wavelength of 10 µm and $T_0=300$ K, $x=4.796$ and $y=5.793$, so the best temperature is $300\times4.796/5.793=248.4$ K.

At the optimum $y/x-1=(1-e^{-y})/x$, and $(1-e^{-y})/(e^y-1)=e^{-y}$. The integrand becomes $x^2e^{-y}$. Put $q=e^{-y}$ and use $dx=(1-q)\,dy$:

$$
I=\int_0^\infty(y-1+q)^2q(1-q)\,dy .
$$

Expansion gives

$$
\begin{aligned}
I=\int_0^\infty\big[&(y-1)^2q+2(y-1)q^2+q^3\\
&-(y-1)^2q^2-2(y-1)q^3-q^4\big]dy .
\end{aligned}
$$

With $\int_0^\infty y^me^{-ay}dy=m!/a^{m+1}$, the six terms are

$$
I=1-\frac12+\frac13-\frac14+\frac49-\frac14=\frac79 .
$$

Hence

$$
W=\frac{15}{\pi^4}\cdot\frac79\,\sigma T_0^4=\frac{35}{3\pi^4}\sigma T_0^4=0.1198\,\sigma T_0^4 .
$$

At 300 K this is 55.0 W/m², about 14% above the single-radiator maximum. It cannot be lower, because equal temperatures in all bands are among the allowed choices.

## Second generalization: any emitted state

Now drop the picture of engines and radiators. A steady device takes heat $Q$ from ambient, emits energy flux $J_E$ and entropy flux $J_S$ through the same aperture, and receives nothing from space. The second law requires $Q/T_0\le J_S$, so

$$
W=Q-J_E\le T_0J_S-J_E .
$$

At given mean occupation $n$, no photon distribution $r_m$ has more entropy than the thermal one. The reason is that $-\sum r_m\ln r_m\le-\sum r_m\ln p_m$, and the right side depends on $r_m$ only through its mean. The same inequality, with the joint distribution of all modes in place of $r_m$ and the product of their thermal distributions in place of $p_m$, shows that correlations between modes cannot raise the total above the sum of the thermal single-mode entropies. It is therefore enough to maximize $T_0s(n)-En$ for each mode:

$$
kT_0\ln\frac{1+n}{n}-E=0,\qquad n=\frac{1}{e^{E/kT_0}-1}.
$$

The second derivative, $-kT_0/[n(1+n)]$, is negative. The best emitted field is black radiation at ambient temperature, and the bound is

$$
W\le T_0\cdot\frac43\sigma T_0^3-\sigma T_0^4=\frac13\sigma T_0^4,
$$

or 153.1 W/m² at 300 K. This is a bound and not a design. An ordinary black surface at $T_0$ emits this same field and delivers no work. The lost-work formula accounts for the difference: at $T=T_0$ it gives $\sigma T_0^4/3$, the entire bound.

## Third generalization: a sky that radiates back

Return to one black radiator and a Carnot engine. Let a grey sky send down the flux $e\sigma T_0^4$, with $0\le e<1$. The black surface absorbs it all, so the heat it can accept from the engine is $Q_c=\sigma(T^4-eT_0^4)$. Then

$$
w=\left(\frac1t-1\right)(t^4-e)=t^3-t^4-\frac et+e .
$$

Setting the derivative to zero and multiplying by $t^2$ gives

$$
3t^2-4t^3+\frac e{t^2}=0,\qquad 4t^5-3t^4=e .
$$

For $0<t<3/4$ the left side of the last equation is negative. Above $3/4$ its slope $4t^3(5t-3)$ is positive, and it rises from 0 to 1 at $t=1$. For $0<e<1$ there is therefore one root between $3/4$ and 1. The power rises below it and falls above it.

**Weak sky.** The slope at $t=3/4$ is $81/64$, so $t\approx3/4+64e/81$. The earlier result returns as $e\to0$. The cosmic background, at roughly 2.7 K, is such a case. At fixed $T=225$ K it costs $\sigma(2.7\ \text{K})^4(T_0/T-1)\approx1.0\times10^{-6}$ W/m². Treating space as being at zero temperature is safe here.

**Strong sky.** Put $e=1-\eta$ with $\eta\ll1$. The slope at $t=1$ is 8, so $1-t\approx\eta/8$. The net emission is then $\eta-4(\eta/8)=\eta/2$ in units of $\sigma T_0^4$, and

$$
w\approx\frac\eta8\cdot\frac\eta2=\frac{\eta^2}{16}.
$$

The power is quadratic in the sky's deficit $\eta$ because the deficit limits both the heat flow and the temperature difference.

## Fourth generalization: an imperfect engine

Let the engine reach a fixed fraction $f$ of Carnot efficiency, again with empty space above. Then $W=f(1-t)Q_h$ and $Q_c=Q_h-W=[1-f(1-t)]Q_h$, so

$$
W=\sigma T_0^4\,\frac{f\,t^4(1-t)}{1-f(1-t)} .
$$

For $f=1$ the denominator is $t$ and the Carnot result returns. For $f\ll1$ the denominator is nearly one. The condition $4t^3-5t^4=0$ then puts the optimum at $t=4/5$, or 240 K. A weak engine rejects nearly all the heat it takes in, so its power follows $T^4$ times the temperature difference.

For $f=0.2$, a numerical search over $T$ gives 237.9 K and 7.84 W/m². This is 16% of the Carnot value, less than the fraction $f$, because an engine that converts less must draw less heat for a given rejected flow.

## A night-sky generator

A thermoelectric generator under a rooftop radiator is a real device of this kind. Take ambient air at 300 K and these rough values for a clear night: sky emissivity $e=0.75$, air-side heat-transfer coefficient $h_a=5$ W/(m² K), and $f=0.2$. Let the hot-side exchanger have $U=50$ W/(m² K), referred to radiator area. This last value is generous: at the same air-side coefficient it needs an exchanger ten times the radiator's area. The value of $f$ is optimistic too. Near room temperature it requires a thermoelectric figure of merit $ZT\approx1.25$, more than ordinary modules usually offer. With $ZT=0.8$, $f$ is about 0.15 and the final power found below drops from 0.17 to 0.12 W/m².

The ideal operating point does not survive. At 225 K the surface emits 145.3 W/m², but it would absorb 344.5 W/m² from the sky and $5\times75=375.0$ W/m² from the air. It would be a net absorber of heat. Under the sky alone, a radiator with no engine load settles at $0.75^{1/4}\times300=279.2$ K, and useful operation must take place above that.

The balances for the device, with engine hot side at $T_h$, are

$$
\begin{aligned}
Q_c&=\sigma(T^4-eT_0^4)-h_a(T_0-T),\\
W&=f\left(1-\frac T{T_h}\right)Q_h,\\
Q_h&=Q_c+W,\qquad T_h=T_0-\frac{Q_h}{U}.
\end{aligned}
$$

For each $T$ on a fine grid, $T_h$ was found by iteration, and the largest power was selected. Choosing $T$ freely assumes that the engine's thermal conductance is matched to the radiator. For the full device with $ZT\approx1.25$ this means an open-circuit module conductance of about 6 W/(m² K) per radiator area. Adding the effects in turn and choosing $T$ anew each time gives:

- sky, with a Carnot engine: 1.95 W/m² at 289.7 K;
- air heating added: 1.02 W/m² at 294.7 K;
- imperfect engine added: 0.20 W/m² at 294.7 K;
- hot-side exchanger added: 0.17 W/m² at 293.8 K.

A linear estimate explains the first two values. Close to $T_0$, let $d=T_0-T$. The radiator can accept $Q_c\approx A-Kd$, where $A=459.3-344.5=114.8$ W/m² and $K=4\sigma T_0^3+h_a$. The Carnot power is approximately $(A-Kd)d/T_0$. Its maximum is at $d=A/(2K)$:

$$
W\approx\frac{A^2}{4KT_0}.
$$

Here $4\sigma T_0^3=4\times459.3/300=6.12$ W/(m² K). Without air heating the estimate is 1.8 W/m². With it, $K=11.12$ W/(m² K) and the estimate is 0.99 W/m². Air heating nearly halves the power because its coefficient is comparable to the radiative one.

The final power is about 0.3% of the ideal 48.44 W/m². The largest single reduction in this sequence comes from the returning sky radiation, by a factor of about 25. Every reduction factor, including this one, depends on the order in which the effects are added, but the sky's factor is the largest in any order. In empty space with a Carnot engine, for comparison, the same exchanger lowers the optimum only from 48.44 to 46.14 W/m², at 219.7 K.

Some small outdoor demonstrations have delivered roughly tens of milliwatts per square metre, below the 0.17 W/m² found here. The model omits temperature drops between engine and radiator, and its inputs are not those of a particular device, so it does not explain that gap. Nor is 0.17 W/m² an upper limit: it belongs to the inputs chosen, and a clearer sky or a radiator shielded to a smaller $h_a$ raises it. The model also replaces the sky's spectrum by one emissivity, and so cannot judge a radiator that emits selectively where the atmosphere is transparent. The condition $T=3T_0/4$ is a design rule for a near-Carnot engine with a black radiator facing cold, empty space. Under this night sky the optimum for the full device lies only about 6 K below ambient.

All numerical values are calculated from the stated model.
